# Finite-size error of a charged solute in periodic Debye-Hückel theory

A redox free energy computed in a periodic cell contains the interaction of the charged solute with its own copies. In a salt solution these interactions are screened, which suggests that the error disappears once the cell is several Debye lengths wide. With a fixed number of ions in the cell this is wrong: an error proportional to $1/V$ survives. For a chloride ion modelled as a point charge in the 1.5 nm cell treated below, the surviving term is about ten times the screened image energy and has the opposite sign; if the salt ions are kept 0.30 nm from the ion, the ratio is about six.

## Model and reference state

Hartree atomic units are used in the formulas, so two unit charges in a medium of relative permittivity $\epsilon$ have the energy $1/(\epsilon r)$. A rigid solute with charge density $\rho_s(\mathbf r)$ and total charge $q$ sits in a cell of volume $V$. The solvent is a uniform dielectric. The cell also holds $N_i$ mobile ions of valence $z_i$, with mean densities $c_i=N_i/V$, at thermal energy $kT$. Define

$$\kappa^2=\frac{4\pi}{\epsilon kT}\sum_i z_i^2c_i . \tag{1}$$

The mobile ions are neutral among themselves, $\sum_i z_iN_i=0$, and a rigid uniform background of density $-q/V$ neutralises the solute. Ions may at first penetrate the solute.

Let $F_{\rm cell}$ be the mean-field free energy minus that of a uniform ideal gas with the same $N_i$. Let $F_{\rm iso}$ be its limit for $V\to\infty$ at fixed $c_i$, hence at fixed $\kappa$. The result to be shown, to second order in the ion response, is

$$F_{\rm cell}-F_{\rm iso}=\frac{1}{2\epsilon}\sum_{\mathbf R\neq0}\iint\rho_s(\mathbf r)\rho_s(\mathbf r')\frac{e^{-\kappa|\mathbf r-\mathbf r'+\mathbf R|}}{|\mathbf r-\mathbf r'+\mathbf R|}\,d^3r\,d^3r'-\frac{2\pi q^2}{\epsilon\kappa^2V}. \tag{2}$$

Here $\mathbf R$ runs over the lattice vectors, and $\rho_s$ is the density of one solute.

## Minimising at fixed ion numbers

Write $n_i=c_i+\delta n_i$. The ideal free-energy density is $kT\,n_i[\ln(n_i\Lambda_i^3)-1]$, where $\Lambda_i$ is the thermal wavelength. Its first derivative is $kT\ln(n_i\Lambda_i^3)$ and its second is $kT/n_i$, so to second order its change is

$$kT\ln(c_i\Lambda_i^3)\,\delta n_i+\frac{kT}{2c_i}\,\delta n_i^2 . \tag{3}$$

Fixed $N_i$ means $\int\delta n_i\,d^3r=0$, and the linear term integrates to zero.

Use the convention $f_{\mathbf G}=\int_V f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$, for which $\int_V|f|^2d^3r=V^{-1}\sum_{\mathbf G}|f_{\mathbf G}|^2$. Poisson's equation gives the potential $4\pi T_{\mathbf G}/(\epsilon G^2)$ for the total charge $T_{\mathbf G}=\rho_{\mathbf G}+\sum_iz_i\delta n_{i\mathbf G}$, where $\rho_{\mathbf G}$ belongs to the solute. The background enters only at $\mathbf G=0$, where the total charge vanishes. Hence

$$F=\sum_{\mathbf G\neq0}\left[\sum_i\frac{kT}{2c_iV}|\delta n_{i\mathbf G}|^2+\frac{2\pi}{\epsilon VG^2}|T_{\mathbf G}|^2\right]. \tag{4}$$

This is a convex quadratic form, so its stationary point is the minimum. Differentiating with respect to $\delta n_{i\mathbf G}^*$ gives

$$\delta n_{i\mathbf G}=-\frac{4\pi z_ic_i}{\epsilon kT\,G^2}T_{\mathbf G}. \tag{5}$$

Multiplying by $z_i$, summing and using (1) gives $T_{\mathbf G}=\rho_{\mathbf G}-(\kappa^2/G^2)T_{\mathbf G}$, so

$$T_{\mathbf G}=\frac{G^2}{G^2+\kappa^2}\,\rho_{\mathbf G}. \tag{6}$$

With (5), the entropy part of (4) is

$$\sum_i\frac{kT}{2c_iV}\frac{16\pi^2z_i^2c_i^2}{(\epsilon kT)^2G^4}|T_{\mathbf G}|^2=\frac{2\pi\kappa^2}{\epsilon VG^4}|T_{\mathbf G}|^2 .$$

Adding the Coulomb part gives $2\pi(G^2+\kappa^2)|T_{\mathbf G}|^2/(\epsilon VG^4)$. Inserting (6),

$$F_{\rm cell}=\frac{2\pi}{\epsilon V}\sum_{\mathbf G\neq0}\frac{|\rho_{\mathbf G}|^2}{G^2+\kappa^2}. \tag{7}$$

## Separating the images from the missing term

The Fourier transform of $g(r)=e^{-\kappa r}/r$ follows from the angular integral:

$$\tilde g(k)=\frac{4\pi}{k}\int_0^\infty e^{-\kappa r}\sin(kr)\,dr=\frac{4\pi}{k^2+\kappa^2}. \tag{8}$$

The lattice sum $\sum_{\mathbf R}g(|\mathbf r+\mathbf R|)$ is periodic. Its Fourier coefficient is $V^{-1}$ times an integral over one cell; the sum over $\mathbf R$ extends that integral to all space, which gives $\tilde g(G)/V$. Therefore

$$\sum_{\mathbf R}\frac{e^{-\kappa|\mathbf r+\mathbf R|}}{|\mathbf r+\mathbf R|}=\frac{4\pi}{V}\sum_{\mathbf G}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2+\kappa^2}. \tag{9}$$

Replace $\mathbf r$ by $\mathbf r-\mathbf r'$, multiply by $\rho_s(\mathbf r)\rho_s(\mathbf r')/(2\epsilon)$ and integrate. The right side becomes the sum in (7) with $\mathbf G=0$ included. Since $\rho_{\mathbf G=0}=q$, that extra term is $2\pi q^2/(\epsilon\kappa^2V)$. Thus

$$F_{\rm cell}=\frac{1}{2\epsilon}\sum_{\mathbf R}\iint\rho_s(\mathbf r)\rho_s(\mathbf r')\,g(|\mathbf r-\mathbf r'+\mathbf R|)\,d^3r\,d^3r'-\frac{2\pi q^2}{\epsilon\kappa^2V}. \tag{10}$$

As $V\to\infty$ at fixed $\kappa$, the terms with $\mathbf R\neq0$ and the last term vanish. The $\mathbf R=0$ term is therefore $F_{\rm iso}$, and subtracting it gives (2). For a point charge both free energies contain the same infinite self-energy, while their difference is finite:

$$F_{\rm cell}-F_{\rm iso}=\frac{q^2}{2\epsilon}\sum_{\mathbf R\neq0}\frac{e^{-\kappa R}}{R}-\frac{2\pi q^2}{\epsilon\kappa^2V}. \tag{11}$$

In a cubic cell of edge $L$ the six nearest images contribute $3q^2e^{-\kappa L}/(\epsilon L)$. For a solute of diameter $D<L$, every distance in (2) is at least $R-D$, so the decay is still exponential in $L$. The last term of (2) contains no detail of the solute except its total charge.

A direct minimisation of the quadratic functional on a three-dimensional grid tests both parts. The solute consists of two Gaussian charges, $1.6$ and $-0.6$, of width $0.13L$ and separation $0.10L$; the ions have valences $+2$ and $-1$, with $\epsilon=2$ and $\kappa L=3$. In units with $L=1$, formula (2) predicts $0.659485+0.134611-0.349066=0.445030$. The constrained minimum is $0.445031$.

## What the additional term means

Suppose instead that the cell exchanges ions with a neutral reservoir of densities $c_i$, and that there is no background. The ion numbers may change by $\delta N_i$, but neutrality requires $\sum_iz_i\delta N_i=-q$. The reservoir contribution $-\mu_i\delta N_i$, with $\mu_i=kT\ln(c_i\Lambda_i^3)$, cancels the linear term in (3). The uniform part of the response then costs

$$W=kT\sum_i\frac{(\delta N_i)^2}{2N_i}. \tag{12}$$

Let $\psi_0$ be the Lagrange multiplier for neutrality. Stationarity gives $\delta N_i=-z_iN_i\psi_0/kT$, and the constraint gives $\psi_0=kT\,q/\sum_iz_i^2N_i$. Substitution into (12), followed by (1), yields

$$W=\frac{kT\,q^2}{2\sum_iz_i^2N_i}=\frac{2\pi q^2}{\epsilon\kappa^2V}. \tag{13}$$

The components with $\mathbf G\neq0$ are unchanged, so $W$ restores the missing $\mathbf G=0$ term. In this theory a reservoir cell has image errors alone. In the grid example its minimum is $0.794096$, equal to $0.659485+0.134611$. The $1/V$ error at fixed content is thus the absent free-energy cost of drawing the screening charge from a large body of solution.

Equation (13) also shows that, at given temperature and ion numbers, this term does not depend on the permittivity.

The same distinction settles how counterions must be counted. If the $N_i$ include counterions, so that $\sum_iz_iN_i=-q$, the background is unnecessary and (4) to (10) are unchanged, with $\kappa$ computed from the actual $N_i$. Equation (2) then applies after the ideal free energy of those same $N_i$ has been subtracted, with $F_{\rm iso}$ taken at this $\kappa$ and not at that of the original salt. If one subtracts instead the free energy of the original neutral salt and the reservoir chemical potentials of the inserted ions, the ideal part adds the cost (12) for the numbers $\delta N_i$ actually inserted. This equals $W$ only if they are the minimising numbers found above, and the $1/V$ correction must then not be applied as well. If counterions of one kind alone are added to a symmetric salt with $N$ ions of each valence $\pm z$, then $|\delta N|=|q|/z$ and (12) gives $kTq^2/(2z^2N)=2W$, so that, to second order in $q$, an error $+W$ remains beside the image energy. The added ions also raise $\kappa$ and thereby lower $F_{\rm iso}$. This change is of third order in $|q|$, but it too falls as $1/V$, and for a whole elementary charge in a small cell it can be comparable with $W$. The estimate $+W$ should therefore not be used as a correction there.

## Ions excluded from the solute

Let $s(\mathbf r)$ be 1 where ions may go and 0 inside the solute, and let $V_{\rm acc}=\int_Vs\,d^3r$. Now $c_i=N_i/V_{\rm acc}$ in (1), and the neutralising charge is $-qs/V_{\rm acc}$. Choose the constant in the potential $\phi$ so that $\int_Vs\phi\,d^3r=0$. The fixed-number response is then $\delta n_i=-z_ic_i\phi/kT$ in the accessible region, and

$$-\nabla^2\phi+\kappa^2s\phi=\frac{4\pi}{\epsilon}\left(\rho_s-\frac{qs}{V_{\rm acc}}\right). \tag{14}$$

The reservoir potential $\psi$ obeys $-\nabla^2\psi+\kappa^2s\psi=4\pi\rho_s/\epsilon$. Integrating this over the periodic cell removes the Laplacian and gives the accessible-volume average $\psi_0=4\pi q/(\epsilon\kappa^2V_{\rm acc})$. Substitution shows that $\phi=\psi-\psi_0$ solves (14) and has zero average.

At the minimum, the entropy term $kT\sum_i\int\delta n_i^2/(2c_i)$ equals $-\frac12\int\phi\sum_iz_i\delta n_i$. It cancels the ionic half of the Coulomb energy and leaves half the fixed charge times the potential. The neutralising charge contributes nothing because $\int s\phi=0$. Hence

$$F_{\rm fixed}-F_{\rm reservoir}=\frac12\int_V\rho_s(\phi-\psi)\,d^3r=-\frac{2\pi q^2}{\epsilon\kappa^2V_{\rm acc}}. \tag{15}$$

The volume in (2) becomes the accessible volume, but the form $-kTq^2/(2\sum_iz_i^2N_i)$ is unchanged. This holds for counterions and for a background confined, as in (14), to the accessible region. Ewald and plane-wave calculations spread the background $-q/V$ over the whole cell, solute included. The part inside the solute is not screened in place, and to order $1/V$ it adds $-(q/V)\int_V(1-s)\psi\,d^3r$ to (15). For a point charge with closest approach $a$ this is $-2\pi a^2q^2[1+2/(1+\kappa a)]/(3\epsilon V)$, a second $1/V$ term that depends on the size of the solute. The image part is altered, because each solute now also displaces ions, and the double integral in (2) no longer gives it.

A nonlinear Poisson-Boltzmann calculation tests (15) for $q=0.05$ in a sphere of radius 0.9305 nm, with two monovalent ion pairs kept beyond 0.30 nm from the centre. The difference agrees with (15) within 0.5 per cent, both with a background and with counterions. In the counterion calculation the total number of ions is kept at four, and the mean numbers of cations and anions differ by just enough to neutralise the solute.

## Weak screening

When $\kappa L$ is small, neither part of (11) is small, and the two must be kept together. Moving the $\mathbf R=0$ and $\mathbf G=0$ terms across (9) gives, for a cubic cell,

$$\sum_{\mathbf R\neq0}\frac{e^{-\kappa R}}R-\frac{4\pi}{\kappa^2V}=\lim_{r\to0}\left[\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2+\kappa^2}-\frac{e^{-\kappa r}}r\right]. \tag{16}$$

In the bracket, $1/(G^2+\kappa^2)=1/G^2-\kappa^2/[G^2(G^2+\kappa^2)]$, and $e^{-\kappa r}/r=1/r-\kappa$ plus terms that vanish with $r$. Define $-\alpha/L$ as the value of (16) at $\kappa=0$. Then

$$F_{\rm cell}-F_{\rm iso}=\frac{q^2}{2\epsilon}\left[-\frac{\alpha}{L}+\kappa+O(\kappa^2L)\right]. \tag{17}$$

The divergences have cancelled, and the leading term is the error of an unscreened charge in a neutralising background. An Ewald sum gives $\alpha=2.8373$. Extrapolating the left side of (16) from $\kappa L=1$ and $0.5$ gives $2.8377$. After $\kappa$ is subtracted, (16) is even in $\kappa$; the extrapolation removes the quadratic term and leaves a fourth-order remainder.

## A chloride ion in salt water

Take $q=-1$, $\epsilon=78$ and $T=298$ K, in a cubic cell with $L=1.50$ nm and two monovalent ion pairs. The salt concentration is 0.984 mol/L and the Debye length $1/\kappa$ is 0.306 nm, so $\kappa L=4.91$. Since $\sum_iz_i^2N_i=4$ and $kT=25.68$ meV, equation (13) gives the fixed-content term

$$-\frac{25.68\ \text{meV}}{2\times4}=-3.21\ \text{meV}. \tag{18}$$

For the images it is convenient to use the Bjerrum length $\ell_B$, the distance at which two unit charges in the solvent have energy $kT$; here it is 0.719 nm. The six nearest images give

$$3kT\,\frac{\ell_B}{L}\,e^{-\kappa L}=3(25.68\ \text{meV})\frac{0.719}{1.50}e^{-4.908}=0.27\ \text{meV}. \tag{19}$$

All images together give 0.33 meV. The point-ion error is therefore $0.33-3.21=-2.88$ meV, or $-1.06\times10^{-4}$ hartree, relative to the isolated ion in the same solution. Without salt, the same cell and permittivity would give $-17.5$ meV.

At fixed concentration, doubling the volume halves the fixed-content term, while the images fall much faster. With 16 pairs and $L=3.00$ nm the images contribute 0.001 meV and the fixed-content term $-0.40$ meV. A larger cell thus removes the two errors at very different rates.

For the reduction of Cl to Cl$^-$, a neutral point solute has no error in this model. The uncorrected reduction free energy is too low by 2.9 meV, which makes the computed reduction potential too positive by 2.9 mV. Within this model of a point solute in a uniform dielectric, the correction is to subtract (11) from the free energy of the charged state. It is not the whole $1/V$ correction for a real ion neutralised by a background over the whole cell. A point charge in a cavity of radius $R_c$ and permittivity 1 then has the further error $-(2\pi/3)(1-1/\epsilon)q^2R_c^2/V$, about $-35$ meV in this cell for $R_c=0.20$ nm. The term is smaller if the charge is spread through the cavity. Between two charged states of a point solute, $q^2$ is replaced by the difference of the squared charges, provided that both cells hold the same mobile ions and a background neutralises the solute. If counterions are included instead, the $N_i$ and $\kappa$ differ between the two states, and (11) must be evaluated separately for each, with the isolated reference at the same $\kappa$.

The parameters are rough values for an aqueous chloride solution near 1 mol/L, and linear response is not accurate close to such an ion. With a closest approach of 0.30 nm, also a rough value, the nonlinear potential at contact is about $-1.2\,kT$ per unit charge. In the cubic cell this exclusion raises the image energy from 0.33 to about 0.56 meV. In a sphere of equal volume, with the background confined to the accessible region, the linear-response error is $-2.76$ meV; a background spread over the whole sphere would give $-4.6$ meV in linear and $-4.5$ meV in nonlinear theory. The nonlinear error is $-2.64$ meV with the confined background. It is $-2.71$ meV with counterions when the total stays at four ions, which means 2.5 cations and 1.5 anions on average. In these two cases nonlinearity moves the result by about 0.1 meV or less; a cell with one whole counterion added is a different case. The ideal uptake cost with the full logarithm is 3.19 meV, against 3.21 meV from (13). Dissolved salt also lowers the permittivity of water. A reduction of 15 per cent, taken as a rough allowance, changes the image energy from 0.33 to 0.25 meV and leaves (18) unchanged.

Ion correlations are a more serious limitation. Their strength is measured by $\kappa\ell_B=2.35$, which is not small, and a cell with two ion pairs is far from a large system. Mean-field theory is therefore not controlled at this concentration, and the nonlinear calculation does not repair it, because it is a mean-field calculation too. Molecular solvent structure is also absent, although the Debye length is comparable with the size of a water molecule. The value of $-2.9$ meV is the error within the model; the shift caused by correlations and solvent structure has not been computed. The numerical output gives the remaining cell sizes and intermediate values.

## Table of computed values

```
GRID TEST (model units, kappa L = 3.0, q = 1.0)
isolated free energy                 0.659485
image energy                         0.134611
fixed-content term                   -0.349066
minimised, fixed ion numbers         0.445031
minimised, salt reservoir            0.794096
alpha, Ewald sum                     2.83730
alpha, weak-screening limit          2.83772
EXAMPLE: Cl- in water-like dielectric
permittivity                         78
temperature                          298 K
thermal energy kT                    25.68 meV
cell edge                            1.50 nm
cell volume                          3.375 nm^3
ion pairs in cell                    2
salt concentration                   0.984 mol/L
Debye length                         0.3056 nm
kappa L                              4.908
six nearest images                   0.273 meV
all images                           0.332 meV
fixed-content term                   -3.210 meV
total error F_cell - F_iso           -2.878 meV
total error                          -1.058e-04 hartree
error without salt                   -17.46 meV
LARGER CELLS, same concentration
 4 pairs, L 1.890 nm: images 0.06766, content -1.6050, sum -1.5373 meV
 8 pairs, L 2.381 nm: images 0.01018, content -0.8025, sum -0.7923 meV
16 pairs, L 3.000 nm: images 0.00103, content -0.4012, sum -0.4002 meV
NEGLECTED EFFECTS, same cell
ideal ion uptake, quadratic          3.210 meV
ideal ion uptake, full logarithm     3.194 meV
closest approach of ions             0.30 nm
radius of equal-volume sphere        0.9305 nm
contact potential e phi/kT           -1.162
sphere error, linear response        -2.758 meV
sphere error, nonlinear, background  -2.637 meV
sphere error, nonlinear, counterions -2.707 meV
shift on halving radial mesh         0.00000 meV
permittivity lowered by 15 percent   66.3
images at lowered permittivity       0.249 meV
content term at lowered permittivity -3.210 meV
Bjerrum length                       0.719 nm
correlation measure kappa * Bjerrum  2.35
```
